\section*{Occupied-state mixing cancels from the first-order density in the Sternheimer equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Which part of a first-order orbital enters the density}

\subsection{The decision in the code}

A linear-response calculation of the permittivity of a gate oxide needs the first-order change of the electron density. The programmer must decide what to solve for. The first-order change of an occupied orbital has components along the other occupied orbitals and components along the empty ones. The first kind carries energy differences between occupied levels in its denominators. These differences can be very small, and in a crystal they vanish for some pairs of states. If these components are needed, the code must treat near-degenerate pairs with care. If they are not, they can be projected out before the linear system is solved.

They can be projected out when all occupied orbitals have the same occupation and a gap separates them from the empty ones. The cancellation follows from orthonormality, or equivalently from the Hermiticity of the perturbed Hamiltonian. Time-reversal symmetry is not required for it. That symmetry has a different use, which appears in the second half: it halves the number of linear systems for a complex perturbation.

\subsection{Assumptions and notation}

Let $H$ be the unperturbed Kohn--Sham Hamiltonian, with
\begin{equation}
H\psi_n=\varepsilon_n\psi_n,\qquad \langle\psi_m|\psi_n\rangle=\delta_{mn}.
\label{eq:ks}
\end{equation}
The system is not spin polarized, spin--orbit coupling is left out, and each occupied spatial orbital holds two electrons. Labels $m,n$ run over occupied orbitals and $c$ over empty ones. The gap $E_g$ is the distance from the highest occupied level to the lowest empty level. The projectors are
\begin{equation}
P_v=\sum_n|\psi_n\rangle\langle\psi_n|,\qquad P_c=1-P_v .
\label{eq:proj}
\end{equation}

The perturbed Hamiltonian is $H+\lambda V^{(1)}+O(\lambda^2)$, where $\lambda$ is real and $V^{(1)}$ is static and Hermitian. In a self-consistent calculation $V^{(1)}$ is the total first-order potential: the applied one plus the one produced by the density change. A superscript $(1)$ denotes the coefficient of $\lambda$. The density is $n(\mathbf r)=2\sum_n|\psi_n(\mathbf r)|^2$, so the product rule gives
\begin{equation}
n^{(1)}=2\sum_n\left[\psi_n^*\psi_n^{(1)}+\psi_n\psi_n^{(1)*}\right].
\label{eq:n1start}
\end{equation}

\subsection{Splitting the first-order orbital}

Suppose first that the occupied levels are distinct, so that each orbital can be followed smoothly in $\lambda$. The terms of first order in the perturbed eigenvalue equation are
\begin{equation}
H\psi_n^{(1)}+V^{(1)}\psi_n=\varepsilon_n\psi_n^{(1)}+\varepsilon_n^{(1)}\psi_n ,
\end{equation}
or, after rearrangement,
\begin{equation}
(H-\varepsilon_n)\psi_n^{(1)}=-(V^{(1)}-\varepsilon_n^{(1)})\psi_n .
\label{eq:stern0}
\end{equation}
This is the Sternheimer equation in its unprojected form. The operator on the left is singular, because it annihilates $\psi_n$.

Insert $1=P_v+P_c$ in front of $\psi_n^{(1)}$:
\begin{equation}
\psi_n^{(1)}=\sum_m c_{mn}\psi_m+\Delta\psi_n,\qquad
c_{mn}=\langle\psi_m|\psi_n^{(1)}\rangle,\qquad
\Delta\psi_n=P_c\psi_n^{(1)} .
\label{eq:split}
\end{equation}
The coefficients $c_{mn}$ describe mixing among occupied states, and $\Delta\psi_n$ is the conduction-projected part.

To find $c_{mn}$, take the inner product of Eq.~\eqref{eq:stern0} with $\psi_m$. Since $H$ is Hermitian, it acts to the left and gives $\varepsilon_m$. With $V_{mn}=\langle\psi_m|V^{(1)}|\psi_n\rangle$,
\begin{equation}
(\varepsilon_m-\varepsilon_n)c_{mn}=-V_{mn}+\varepsilon_n^{(1)}\delta_{mn}.
\end{equation}
For $m=n$ the left side vanishes, so $\varepsilon_n^{(1)}=V_{nn}$, and $c_{nn}$ is left undetermined. For $m\ne n$,
\begin{equation}
c_{mn}=\frac{V_{mn}}{\varepsilon_n-\varepsilon_m}.
\label{eq:cmn}
\end{equation}
Here are the small denominators.

\subsection{The cancellation}

The perturbed orbitals remain orthonormal. The first-order part of $\langle\psi_m|\psi_n\rangle=\delta_{mn}$ is
\begin{equation}
\langle\psi_m|\psi_n^{(1)}\rangle+\langle\psi_m^{(1)}|\psi_n\rangle=0 .
\end{equation}
The second term is the complex conjugate of $\langle\psi_n|\psi_m^{(1)}\rangle=c_{nm}$. Hence
\begin{equation}
c_{mn}+c_{nm}^*=0 .
\label{eq:anti}
\end{equation}
Equation~\eqref{eq:cmn} agrees with this. Hermiticity gives $V_{nm}^*=V_{mn}$, and the energies are real, so
\begin{equation}
c_{nm}^*=\frac{V_{nm}^*}{\varepsilon_m-\varepsilon_n}
=\frac{V_{mn}}{\varepsilon_m-\varepsilon_n}=-c_{mn}.
\end{equation}
For $m=n$, Eq.~\eqref{eq:anti} says that $c_{nn}$ is purely imaginary. It is a first-order change of phase, which no density can show.

Now put the occupied part of Eq.~\eqref{eq:split} into Eq.~\eqref{eq:n1start}:
\begin{equation}
n^{(1)}_{\rm mix}=2\sum_{mn}\left[c_{mn}\psi_n^*\psi_m+c_{mn}^*\psi_n\psi_m^*\right].
\end{equation}
Both labels run over the same set, so they may be exchanged in the second term, which becomes $c_{nm}^*\psi_m\psi_n^*$. Therefore
\begin{equation}
n^{(1)}_{\rm mix}=2\sum_{mn}\left(c_{mn}+c_{nm}^*\right)\psi_n^*\psi_m=0 .
\label{eq:cancel}
\end{equation}
What remains is
\begin{equation}
n^{(1)}(\mathbf r)=4\,{\rm Re}\sum_n\psi_n^*(\mathbf r)\,\Delta\psi_n(\mathbf r).
\label{eq:main}
\end{equation}
One factor of 2 is the spin, and the other comes from adding a number to its complex conjugate.

The cancellation is between pairs. The contribution of a single orbital,
\begin{equation}
n^{(1)}_{{\rm mix},n}=4\,{\rm Re}\sum_m c_{mn}\psi_n^*\psi_m ,
\label{eq:single}
\end{equation}
is in general not zero. When orbital 1 takes up a little of orbital 2, orbital 2 takes up orbital 1 with minus the complex conjugate of that coefficient, which for real coefficients is the opposite amount. With real orbitals and a small real angle $\theta$,
\begin{align}
|\psi_1+\theta\psi_2|^2+|\psi_2-\theta\psi_1|^2
&=\psi_1^2+2\theta\psi_1\psi_2+\theta^2\psi_2^2
+\psi_2^2-2\theta\psi_1\psi_2+\theta^2\psi_1^2\nonumber\\
&=(1+\theta^2)(\psi_1^2+\psi_2^2).
\end{align}
The terms linear in $\theta$ cancel. The factor $1+\theta^2$ is the squared norm, which second-order terms restore to one. Mixing of this kind rotates the basis of the occupied space and leaves the space itself unchanged. The density depends on the space.

It follows that a code which drops $c_{mn}$ has the right density but not the first-order orbitals. The quantity $|\psi_n|^2$ for one chosen orbital still needs its mixing part, Eq.~\eqref{eq:single}.

\subsection{Degenerate occupied levels}

If $\varepsilon_m=\varepsilon_n$ and $V_{mn}\neq0$, Eq.~\eqref{eq:cmn} has no meaning, and the derivation above cannot be used with that choice of orbitals. The result nevertheless stands. To show this, work with the projector on the perturbed occupied space,
\begin{equation}
P(\lambda)=\frac{1}{2\pi i}\oint\frac{dz}{z-H-\lambda V^{(1)}},
\label{eq:contour}
\end{equation}
where terms of order $\lambda^2$ in the Hamiltonian are dropped, since they do not affect first order. The contour runs counterclockwise around the occupied levels and crosses the real axis in the middle of the gap. It can be drawn so that it stays at least $E_g/2$ away from every level. On it, $G(z)=(z-H)^{-1}$ has norm at most $2/E_g$, and the series
\begin{equation}
\frac{1}{z-H-\lambda V^{(1)}}=G+\lambda GV^{(1)}G+\lambda^2GV^{(1)}GV^{(1)}G+\dots
\end{equation}
converges if $|\lambda|\,\|V^{(1)}\|<E_g/2$. So $P(\lambda)$ is smooth near $\lambda=0$, whatever the spacing of the occupied levels. The gap to the empty states is the energy that matters. The argument needs a bounded $V^{(1)}$. The potential of a uniform field in an extended crystal is not bounded; it is reached as the long-wavelength limit of a periodic perturbation.

Write $P(\lambda)=P_v+\lambda P^{(1)}+\dots$. A projector obeys $P^2=P$, whose first-order part is
\begin{equation}
P_vP^{(1)}+P^{(1)}P_v=P^{(1)} .
\label{eq:idem}
\end{equation}
Multiply by $P_v$ from both sides and use $P_v^2=P_v$:
\begin{equation}
2P_vP^{(1)}P_v=P_vP^{(1)}P_v\quad\Rightarrow\quad P_vP^{(1)}P_v=0 .
\label{eq:vv}
\end{equation}
This is the cancellation of occupied mixing, obtained without reference to individual orbitals. Multiplying Eq.~\eqref{eq:idem} by $P_c$ from both sides makes the left side vanish, because $P_cP_v=0$. Hence $P_cP^{(1)}P_c=0$ also. Two blocks remain:
\begin{equation}
P^{(1)}=P_cP^{(1)}P_v+P_vP^{(1)}P_c .
\end{equation}
Define $\Delta\psi_n=P_cP^{(1)}\psi_n$. Since $P_v=\sum_n|\psi_n\rangle\langle\psi_n|$ and $P^{(1)}$ is Hermitian,
\begin{equation}
P^{(1)}=\sum_n\left(|\Delta\psi_n\rangle\langle\psi_n|+|\psi_n\rangle\langle\Delta\psi_n|\right).
\label{eq:p1}
\end{equation}
The density is $n(\mathbf r)=2\langle\mathbf r|P|\mathbf r\rangle$, and Eq.~\eqref{eq:p1} gives Eq.~\eqref{eq:main} again.

An equation for $\Delta\psi_n$ comes from the fact that $P(\lambda)$ commutes with the perturbed Hamiltonian. To first order,
\begin{equation}
[V^{(1)},P_v]+[H,P^{(1)}]=0 .
\end{equation}
Apply this to $\psi_n$ and multiply by $P_c$ from the left. The four terms are
\begin{align}
P_cV^{(1)}P_v\psi_n&=P_cV^{(1)}\psi_n, & P_cP_vV^{(1)}\psi_n&=0,\nonumber\\
P_cHP^{(1)}\psi_n&=H\Delta\psi_n, & P_cP^{(1)}H\psi_n&=\varepsilon_n\Delta\psi_n,
\end{align}
where the third uses $P_cH=HP_c$. Together,
\begin{equation}
(H-\varepsilon_n)\Delta\psi_n=-P_cV^{(1)}\psi_n .
\label{eq:sternc}
\end{equation}
For distinct levels the same equation follows from Eq.~\eqref{eq:stern0} after projection with $P_c$, which removes $\varepsilon_n^{(1)}\psi_n$. The two definitions of $\Delta\psi_n$ therefore agree: they satisfy the same equation, and on the empty states $H-\varepsilon_n$ has no zero eigenvalue.

\subsection{Two conditions that can fail}

\paragraph{A changing overlap.} Some pseudopotential and basis-set methods use $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$ with an overlap operator $S$. With $c_{mn}=\langle\psi_m|S|\psi_n^{(1)}\rangle$, the first-order condition becomes
\begin{equation}
c_{mn}+c_{nm}^*=-\langle\psi_m|S^{(1)}|\psi_n\rangle .
\end{equation}
If $S$ is fixed, as it is when a potential is applied at fixed atoms and $S$ depends on the atomic positions alone, the right side is zero and the mixing cancels as before. If atoms move and $S$ moves with them, a known remainder must be added to the density.

\paragraph{Unequal occupations.} Let orbital $n$ have a fixed occupation $f_n$ per spin, between 0 and 1. The mixing density per spin is then
\begin{align}
\sum_{mn}f_n\left[c_{mn}\psi_n^*\psi_m+c_{mn}^*\psi_n\psi_m^*\right]
&=\sum_{mn}\left(f_nc_{mn}+f_mc_{nm}^*\right)\psi_n^*\psi_m\nonumber\\
&=\sum_{m\ne n}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}\,V_{mn}\psi_n^*\psi_m .
\label{eq:uneq}
\end{align}
The exchange of labels now also exchanges $f_n$ and $f_m$. Pairs with equal occupation still cancel; the others in general leave a remainder, which vanishes if $V_{mn}=0$.

A small matrix shows the size of the effect. Take 12 sites and a Hermitian matrix with randomly drawn complex eigenvectors. Five occupied levels are evenly spaced from $-3$ to $-2$, and seven empty ones from 2 to 4, in arbitrary energy units. The perturbation is a random real number of unit variance on each site. Central differences of the eigenvectors give the mixing density per spin. In one draw, its largest value for a single orbital at a single site is 0.636, while the sum over the five orbitals is at most $2.3\times10^{-10}$. If the highest of the five is given occupation one half, a mixing density of up to 0.073 remains. This matrix has no time-reversal symmetry, and the cancellation at equal occupation does not need it.

In a metal the occupations differ near the Fermi level and also change with the perturbation. Equation~\eqref{eq:main} must not be used there. This matters for a gate stack as soon as the simulated cell includes the metal electrode.

With equal occupations, a gap to the empty states and a fixed overlap, mixing among occupied orbitals cancels from the first-order density, so only the conduction part $\Delta\psi_n$ is needed, even when occupied levels are degenerate. It remains to solve the linear system for $\Delta\psi_n$ safely, to use time-reversal symmetry for complex perturbations, and to apply the method to a model oxide.
